# Isotropic centre-of-mass scattering and the spectrum of recoil energies

**Question.** A boron ion of 1 keV strikes a silicon atom at rest. Suppose that the collision is elastic and that, seen from the centre of mass, the ion leaves in any direction with equal probability. Why is every recoil energy between zero and the largest possible value then equally probable, and why is the mean half of that largest value, whether the projectile is lighter or heavier than the target?

**Answer.** "Equally probable" refers to intervals: two energy intervals of equal width contain equal fractions of the recoils. The reason lies in a sphere of possible recoil velocities, which passes through the point of zero velocity because the target was at rest.

## The sphere of recoil velocities

Let the projectile have mass $M_1$, speed $v$ and kinetic energy $E=\tfrac12M_1v^2$, and let the target have mass $M_2$. The speeds are far below that of light, and the struck atom is treated as free. With $\hat{\mathbf z}$ along the beam, the centre of mass moves with velocity $V\hat{\mathbf z}$, where

$$V=\frac{M_1v+M_2\cdot 0}{M_1+M_2}=\frac{M_1v}{M_1+M_2}.$$

An observer moving with the centre of mass sees the target approach with velocity $0-V\hat{\mathbf z}=-V\hat{\mathbf z}$. The target's speed in this frame thus equals the speed of the frame itself.

In this frame the two momenta are opposite and have a common magnitude $p$, both before and after the collision. The total kinetic energy is $p^2/2M_1+p^2/2M_2$. An elastic collision conserves it, so $p$ cannot change, and neither can either speed. The collision can do no more than turn the velocities.

Let the unit vector $\mathbf n$ be the projectile's final direction in this frame. The target leaves the opposite way, with velocity $-V\mathbf n$. Adding the velocity of the frame gives the recoil velocity in the laboratory:

$$\mathbf v_2=V\hat{\mathbf z}-V\mathbf n .$$

As $\mathbf n$ takes all directions, the tip of $\mathbf v_2$ covers a sphere of radius $V$ centred on $V\hat{\mathbf z}$. The sphere touches the origin at $\mathbf n=\hat{\mathbf z}$ (no deflection, no recoil). Its farthest point, at $\mathbf n=-\hat{\mathbf z}$, is a recoil of speed $2V$. The masses fix the size of the sphere but not its position relative to the origin in units of $V$.

## From the sphere to the energy

Let $\theta$ be the deflection angle in the centre-of-mass frame, so that $\mathbf n\cdot\hat{\mathbf z}=\cos\theta$. The recoil energy is

$$T=\tfrac12M_2V^2\,|\hat{\mathbf z}-\mathbf n|^2=\tfrac12M_2V^2(1-2\cos\theta+1)=M_2V^2(1-\cos\theta).$$

It is largest for $\cos\theta=-1$:

$$T_{\max}=2M_2V^2=\frac{2M_2M_1^2v^2}{(M_1+M_2)^2}=\frac{4M_1M_2}{(M_1+M_2)^2}\,E,$$

where the last step uses $M_1v^2=2E$. Hence

$$T=\frac{T_{\max}}{2}(1-\cos\theta)=T_{\max}\sin^2\frac{\theta}{2}.$$

The energy is linear in $\cos\theta$, and the masses appear only inside $T_{\max}$.

## Why the spectrum is flat

Isotropy means that the probability of a set of directions is its area on the unit sphere divided by $4\pi$. The directions between $\theta$ and $\theta+d\theta$ form a ring of radius $\sin\theta$ and width $d\theta$, so

$$dP=\frac{2\pi\sin\theta\,d\theta}{4\pi}=\tfrac12\sin\theta\,d\theta .$$

The energy interval covered by the same ring is

$$dT=\frac{T_{\max}}{2}\sin\theta\,d\theta .$$

Both contain the factor $\sin\theta$. Near the poles there are few directions, but there the energy also changes slowly with angle. Near the equator there are many directions, spread over a proportionally wider energy interval. The ratio is constant:

$$p(T)=\frac{dP}{dT}=\frac{1}{T_{\max}},\qquad 0\le T\le T_{\max}.$$

The angles 60°, 90° and 120° have cosines $\tfrac12$, $0$ and $-\tfrac12$. They therefore cut the sphere into four zones of equal area, and the energy range into four equal quarters. The zone from 0 to 60° and the zone from 60° to 90° are equally likely, although the first spans twice the angle.

## Why the mean is one half

The flat density gives

$$\langle T\rangle=\int_0^{T_{\max}}\frac{T}{T_{\max}}\,dT=\frac{T_{\max}}{2}.$$

The velocities show where the two halves come from. In $\tfrac12M_2|V\hat{\mathbf z}-V\mathbf n|^2$ the cross term is proportional to $\cos\theta$ and averages to zero. What remains is $\tfrac12M_2V^2$ for travelling with the centre of mass, plus $\tfrac12M_2V^2$ for moving relative to it. The two are equal because the target started at rest, whatever the masses.

The mean needs less than isotropy. For opposite directions,

$$T(\mathbf n)+T(-\mathbf n)=\frac{T_{\max}}2(1-\cos\theta)+\frac{T_{\max}}2(1+\cos\theta)=T_{\max},$$

so any distribution that gives opposite directions equal weight has the mean $T_{\max}/2$. More generally, because $T$ is linear in $\cos\theta$, the condition $\langle\cos\theta\rangle=0$ is enough. The flat spectrum needs more: $\cos\theta$ itself must be uniform.

Suppose instead that $\theta$ is uniform between 0 and $\pi$. The mean is still one half, by symmetry. But $T\le xT_{\max}$ means $\sin(\theta/2)\le\sqrt x$, which has probability $(2/\pi)\arcsin\sqrt x$. The lowest tenth of the energy range then receives 20.5 % of the recoils and the central tenth 6.4 %. Such directions crowd towards the poles of the sphere, and the spectrum is heaped at both ends.

The frame matters too. The recoil velocity $V(\hat{\mathbf z}-\mathbf n)$ has length $2V\sin(\theta/2)$ and beam component $V(1-\cos\theta)=2V\sin^2(\theta/2)$. Its laboratory angle $\phi$ to the beam therefore obeys $\cos\phi=\sin(\theta/2)$, and $T=T_{\max}\cos^2\phi$. If recoils were isotropic over the forward hemisphere of the laboratory, $c=\cos\phi$ would be uniform from 0 to 1, and the mean would be $T_{\max}\int_0^1c^2dc=T_{\max}/3$.

## What the mass ratio does change

The ratio $T_{\max}/E=4M_1M_2/(M_1+M_2)^2$ is unchanged when the masses are exchanged. It equals one for equal masses and falls to about $4M_1/M_2$ for a very light projectile, or $4M_2/M_1$ for a very heavy one. The mean fraction of its energy that the projectile loses, $2M_1M_2/(M_1+M_2)^2$, thus depends on the masses, while $\langle T\rangle/T_{\max}$ does not.

The projectile keeps $E-T$, which is also uniformly distributed, from $E-T_{\max}$ to $E$. For equal masses this range runs from zero to $E$, and projectile and recoil have the same energy distribution.

## A collision that is isotropic

Hard spheres provide the premise. Let their centres be a distance $D$ apart at contact, and let $b$ be the impact parameter, the distance by which the centres would miss each other without a force. At contact the line of centres makes an angle $\alpha$ with the relative velocity, where $\sin\alpha=b/D$. For smooth spheres the component of relative velocity along this line is reversed and the transverse component is kept. The deflection is $\theta=\pi-2\alpha$, so

$$b=D\sin\frac{\pi-\theta}{2}=D\cos\frac\theta2,\qquad \cos\theta=2\cos^2\frac\theta2-1=\frac{2b^2}{D^2}-1 .$$

A uniform beam puts equal numbers of projectiles through equal areas, so $b^2/D^2$ is uniform from 0 to 1 among those that hit. Then $\cos\theta$ is uniform from $-1$ to $1$. All azimuths are equally likely by symmetry, and the scattering is isotropic. In terms of energy,

$$T=T_{\max}\sin^2\frac\theta2=T_{\max}\left(1-\frac{b^2}{D^2}\right).$$

## Numbers for 1 keV ions in silicon

With masses of 11 u for boron and 28 u for silicon,

$$T_{\max}=\frac{4\cdot11\cdot28}{39^2}\cdot1000\ \text{eV}=810\ \text{eV},\qquad \langle T\rangle=405\ \text{eV}.$$

In SI units the mean is $6.5\times10^{-17}$ J. The boron ion moves at 132 km/s and the centre of mass at 37 km/s. At the same 1 keV, a silicon projectile gives $T_{\max}=1000$ eV and a mean of 500 eV. Arsenic (75 u) gives 792 eV and 396 eV. Boron is lighter than silicon and arsenic heavier, yet both means are half their maximum.

These values were tested with 400,000 random directions for each projectile, drawn as normalised vectors with three independent Gaussian components. This makes them isotropic without assuming that $\cos\theta$ is uniform. The recoil energies followed from the vector velocities. The sampled means were 404.4, 500.1 and 396.3 eV for boron, silicon and arsenic. Each tenth of the energy range held between 9.87 % and 10.10 % of the recoils, a spread compatible with the finite samples.

A silicon atom needs roughly 15 eV to leave its lattice site for good. The flat law puts a fraction $15/810$, about 2 %, of the boron recoils below this threshold. Under isotropic scattering, nearly every collision of an ion that still has 1 keV would displace an atom. As the ion slows, $T_{\max}$ falls and the fraction below the threshold grows.

## How far a real implant departs from this

An energy of 1 keV is roughly that of boron implants for ultra-shallow junctions. The assumption that fails there is isotropy. An ion and an atom repel each other through a screened Coulomb force that fades gradually with distance, so there are many distant passes with small deflections.

The unscreened case can be worked out in full. Let the potential energy be $k/r$, the reduced mass $\mu=M_1M_2/(M_1+M_2)$ and the centre-of-mass energy $E_c=\tfrac12\mu v^2$. Measure the polar angle $\psi$ of the separation from the symmetry axis of the path. The momentum change points along that axis and has magnitude $2\mu v\sin(\theta/2)$. Conservation of angular momentum, $r^2\dot\psi=vb$, gives $dt=r^2d\psi/(vb)$, so

$$2\mu v\sin\frac\theta2=\int\frac{k}{r^2}\cos\psi\,dt=\frac{k}{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\psi\,d\psi=\frac{2k}{vb}\cos\frac\theta2 .$$

Hence $\tan(\theta/2)=k/(2E_cb)$. With $x=T/T_{\max}=\sin^2(\theta/2)$,

$$b^2=\left(\frac{k}{2E_c}\right)^2\cot^2\frac\theta2=\left(\frac{k}{2E_c}\right)^2\left(\frac1x-1\right).$$

The area of impact parameters per interval $dx$ is $\pi|d(b^2)|\propto dx/x^2$, which strongly favours small transfers. Among recoils with $x>0.1$ the mean is

$$\langle x\rangle=\frac{\int_{0.1}^1dx/x}{\int_{0.1}^1dx/x^2}=\frac{\ln10}{9}=0.256,$$

against $(0.1+1)/2=0.55$ for a flat spectrum.

Screening was included through the Ziegler–Biersack–Littmark (ZBL) universal potential, a Coulomb repulsion multiplied by a fitted decreasing function of distance. For a potential energy $U(r)$, energy conservation gives $\dot r^2=v^2(1-U/E_c-b^2/r^2)$. Dividing $\dot\psi=vb/r^2$ by $\dot r$ and integrating over both halves of the path, which together sweep the angle $\pi-\theta$, gives

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-U(r)/E_c-b^2/r^2}},$$

where $r_0$ is the closest approach. This angle, inserted in $T=T_{\max}\sin^2(\theta/2)$, was tested against Newton's equations integrated in the laboratory frame, for boron and arsenic at 1 keV with $b=0$, 0.01 and 0.04 nm. The largest difference was $1.2\times10^{-6}$ eV. The recoil formula holds for this force as well; what changes is the distribution of $\theta$.

For boron on silicon, the mean of $T/T_{\max}$ among recoils above $T_{\max}/10$ is 0.363 at 100 eV, 0.330 at 1 keV and 0.288 at 10 keV. All three lie between the Coulomb and flat values, and they move towards the Coulomb value as the energy rises. This direction is to be expected: a head-on ion turns back where $U(r)=E_c$, and $U$ decreases with distance, so a faster ion comes closer. There the screening factor changes less for a given relative change of distance, and $U$ falls off more nearly as $1/r$. A constant factor would not matter, because it cancels in the Coulomb mean above. Even at 100 eV the spectrum is far from flat. The values depend somewhat on the screening function: the Molière and Kr–C functions give 0.318 and 0.326 at 1 keV, a shift of up to 0.012, with the same trend in energy.

The mean over all encounters requires a convention for the largest impact parameter. Assign each atom a disc of area $N^{-2/3}$, where $N$ is the number of atoms per volume. In silicon $N^{-1/3}=0.2715$ nm, so the disc radius is $0.2715/\sqrt\pi=0.153$ nm. The ZBL mean for 1 keV boron is then 22 eV per atom met, or $0.027\,T_{\max}$, about 18 times less than the isotropic 405 eV. Transfers above $T_{\max}/2$ need $b<0.0178$ nm and make up $(0.0178/0.1532)^2=1.35\,\%$ of encounters, instead of half. The value $T_{\max}/2$ is therefore no estimate of the average energy transfer in this implant. The numbers depend on the screening function: Molière or Kr–C screening gives about 25 eV, a factor of about 16, and 1.4–1.5 % of encounters. This calculation also ignores the order of the crystal, which matters for ions travelling along open channels.

## Corrections that leave isotropy alone

**Electronic loss.** Let a fixed energy $Q$ go to electrons during the collision, whatever the angle. The centre-of-mass kinetic energy falls from $E_c$ to $E_c-Q$, so both speeds in that frame shrink by the factor $f=\sqrt{1-Q/E_c}$. The recoil velocity becomes $V\hat{\mathbf z}-fV\mathbf n$, and

$$T=\tfrac12M_2V^2(1+f^2-2f\cos\theta)=\frac{T_{\max}}4(1+f^2-2f\cos\theta).$$

This is still linear in $\cos\theta$, so the spectrum stays flat. It runs from $T_{\max}(1-f)^2/4$ to $T_{\max}(1+f)^2/4$, because the sphere no longer reaches the origin. With $\langle\cos\theta\rangle=0$ the mean is

$$\langle T\rangle=\frac{T_{\max}}{4}(1+f^2)=\frac{T_{\max}}2\left(1-\frac{Q}{2E_c}\right).$$

The Lindhard–Scharff estimate of electronic drag gives about 5.6 eV over the distance $N^{-1/3}$ for 1 keV boron. If all of it were lost in the collision, with $E_c=718$ eV, the mean would fall by $5.6/(2\cdot718)$, or about 0.4 %. This loss is an average over mostly distant passes. In close collisions the electron clouds overlap more, and local models (Oen–Robinson, Firsov) give roughly 10 to 27 eV for recoils above $T_{\max}/10$, so that $Q/2E_c$ is about 1 to 2 %. Such a loss also varies with the angle, so the flatness found for fixed $Q$ is then only approximate.

**Motion of the target.** Let the target move along the beam with velocity $w$. The centre-of-mass velocity becomes $V'=(M_1v+M_2w)/(M_1+M_2)$, and the target's speed in that frame is $u=V'-w=M_1(v-w)/(M_1+M_2)$. Its mean final energy is $\tfrac12M_2(V'^2+u^2)$ and its initial energy $\tfrac12M_2(V'-u)^2$. The mean gain is their difference, $M_2V'u$. Divided by its value at $w=0$, this is

$$\left(1+\frac{M_2w}{M_1v}\right)\left(1-\frac wv\right)\approx1+\left(\frac{M_2}{M_1}-1\right)\frac wv .$$

A Debye model of silicon at 300 K, with a rough Debye temperature of 640 K and zero-point motion included, gives an rms speed of 329 m/s along the beam. The mean transfer changes by $(28/11-1)\cdot0.329/132.4=0.38\,\%$, with the opposite sign for the opposite motion. To first order the correction vanishes for equal masses.

Relativistic corrections to $T_{\max}$ stay below $E/(M_1c^2)\approx10^{-7}$. These effects amount to about two per cent at most, while the screened repulsion, with the disc chosen above, lowers the mean per atom met by a factor of about 18. That factor depends on the convention: a larger disc includes more distant passes and makes it larger. The remaining values are in the numerical output.

## Table of computed values

```
Projectile energy: 1000 eV; target Si mass 28 u
Newton vs recoil formula, worst gap: 1.2e-06 eV
B (11 u): Tmax 810.0 eV, Tmax/2 405.0 eV
  sampled mean 404.4 eV; share of each tenth 0.0987 to 0.1007
Si (28 u): Tmax 1000.0 eV, Tmax/2 500.0 eV
  sampled mean 500.1 eV; share of each tenth 0.0994 to 0.1009
As (75 u): Tmax 791.8 eV, Tmax/2 395.9 eV
  sampled mean 396.3 eV; share of each tenth 0.0992 to 0.1010
B speed: 132.4 km/s; CM speed: 37.4 km/s; CM energy: 717.9 eV
B band 0-60 deg: sphere share 0.2504, T 0.0 to 202.5 eV
B band 60-90 deg: sphere share 0.2510, T 202.5 to 405.0 eV
B band 90-120 deg: sphere share 0.2499, T 405.0 to 607.5 eV
B band 120-180 deg: sphere share 0.2487, T 607.5 to 810.0 eV
Rough displacement threshold: 15 eV
B recoils below it: flat law 1.85 %, sampled 1.85 %
Uniform theta: mean T/Tmax 0.5000, lowest tenth 0.2048, central tenth 0.0638
Hard spheres: mean T 404.8 eV, share of each tenth 0.0994 to 0.1006
Mean T/Tmax among recoils above Tmax/10:
  isotropic, sampled 0.549; pure Coulomb 0.256
  ZBL, B at 100 eV: 0.363
  ZBL, B at 1000 eV: 0.330
  ZBL, B at 10000 eV: 0.288
Si lattice constant 0.543 nm; N^(-1/3) 0.2715 nm; largest b 0.1532 nm
ZBL mean T per atom met, B at 1 keV: 22.0 eV = 0.0272 Tmax
ZBL share of encounters above Tmax/2: 1.35 % (b below 0.0178 nm)
Electronic loss per interatomic distance: 5.58 eV
  if lost in the collision, mean T changes by -0.39 %
  flat range becomes 0.0031 to 806.84 eV
Si at 300 K, rough Debye temperature 640 K: rms speed along beam 329 m/s
  one rms speed along beam changes mean transfer by 0.38 %
Relativity, E/(M1 c^2) for B: 9.8e-08
```
